# Gate-Area Scaling of Weibull Charge to Breakdown at Fixed Current Density

During plasma processing, a conductor connected to a transistor gate can collect a net current and force it through the gate oxide. Let $J$ be the current density through the oxide and $q=Jt$ the charge injected per unit gate area after a time $t$. The value of $q$ at which the oxide first breaks down varies randomly between nominally identical gates. Its survival probability $S_A(q)$ is the fraction of gates of area $A$ still intact at $q$.

The characteristic charge density $\eta(A)$ is defined by $S_A(\eta)=e^{-1}$, so a fraction $1-e^{-1}=0.632$ has failed there. For a reference area $A_0$, the survival is taken to be a Weibull law with shape parameter $\beta>0$:

$$S_{A_0}(q)=\exp\left[-\left(\frac{q}{\eta_0}\right)^\beta\right].$$

Unless a part says otherwise, all gates have the same oxide thickness and temperature and are stressed at the same uniform $J$.

## (a) How does survival depend on area?

**Question.** Divide the oxide into equal patches that fail independently and by the same law. The first patch failure breaks the gate. Express $S_A$ through $S_{A_0}$.

**Solution.** Let each patch have area $a$ and survival $s(q)$. A gate survives if every patch survives, and independence turns this joint probability into a product. With $N_0=A_0/a$ and $N=A/a$ patches,

$$S_{A_0}=s^{N_0},\qquad S_A=s^N .$$

The first relation gives $s=S_{A_0}^{1/N_0}$. Substitution into the second gives

$$S_A(q)=\left[S_{A_0}(q)\right]^{N/N_0}
=\left[S_{A_0}(q)\right]^{A/A_0}.$$

The patch area has cancelled, and $A$ may be larger or smaller than $A_0$. The patches must be much larger than the distance over which defects influence each other's failure, so that correlations across patch edges are negligible. Fixed $J$ enters because $s(q)$ must be the same function in both gates: at a given $q$, every patch has then carried the same current density for the same time.

## (b) How does the characteristic charge scale?

**Question.** Find $\eta(A)$, the scaling of the total charge to breakdown, and the mean and spread of the breakdown charge density.

**Solution.** Inserting the reference law into the result of (a) multiplies its exponent by $A/A_0$:

$$S_A(q)=\exp\left[-\frac{A}{A_0}\left(\frac{q}{\eta_0}\right)^\beta\right].$$

At $q=\eta(A)$ the exponent must equal $-1$. Hence

$$\frac{A}{A_0}\left(\frac{\eta}{\eta_0}\right)^\beta=1,
\qquad
\left(\frac{\eta}{\eta_0}\right)^\beta=\left(\frac{A}{A_0}\right)^{-1},$$

and the positive root of order $\beta$ gives

$$\boxed{\eta(A)=\eta_0\left(\frac{A}{A_0}\right)^{-1/\beta}} .$$

The survival can now be written $S_A=\exp[-(q/\eta(A))^\beta]$, so the law remains Weibull with the same $\beta$. On a Weibull plot the ordinate is

$$\ln(-\ln S_A)=\beta\ln q-\beta\ln\eta_0+\ln(A/A_0).$$

A larger area raises the straight line by $\ln(A/A_0)$ without changing its slope $\beta$. The equivalent horizontal shift is $-\ln(A/A_0)/\beta$.

The total charge at the characteristic point is $Q=A\eta$, so

$$Q(A)=A_0\eta_0\left(\frac{A}{A_0}\right)^{1-1/\beta}.$$

For $\beta>1$, a larger gate takes more total charge but less charge per area. At $\beta=1$ the total is independent of area. As $\beta\to\infty$ the spread vanishes, and so does the area dependence of $\eta$: if all patches fail at the same charge density, having more of them does not produce an earlier failure.

For the moments, set $U=(q/\eta)^\beta$. Then $P(U>u)=e^{-u}$, so $U$ has a unit exponential distribution and $q=\eta U^{1/\beta}$. Its moments are

$$\langle U^r\rangle=\int_0^\infty u^r e^{-u}\,du=\Gamma(1+r),$$

and $r=1/\beta$ gives $\langle q\rangle=\eta\,\Gamma(1+1/\beta)$. Since $\langle U^r\rangle=\langle e^{r\ln U}\rangle$, the variance of $\ln U$ is the second derivative of $\ln\Gamma(1+r)$ at $r=0$, which is $\sum_{k\ge1}k^{-2}=\pi^2/6$. From $\ln q=\ln\eta+(\ln U)/\beta$,

$$\mathrm{sd}(\ln q)=\frac{\pi}{\sqrt6\,\beta}.$$

The same $\beta$ therefore sets both the spread among equal gates and the shift between unequal ones.

## (c) Is the weakest-link assumption enough?

**Question.** Which reference laws give a power law in area? What happens for a lognormal reference law?

**Solution.** For any continuous reference law, (a) and the definition of $\eta(A)$ give

$$-\ln S_{A_0}(\eta(A))=\frac{A_0}{A}.$$

Suppose that $\eta(A)=\eta_0(A/A_0)^{-1/\beta}$ over a range of areas. Then $A_0/A=(\eta(A)/\eta_0)^\beta$, and

$$S_{A_0}(q)=\exp[-(q/\eta_0)^\beta]$$

for every $q$ reached in that range. The reference law must therefore be Weibull there. Weakest-link statistics supply the power $A/A_0$ of the survival; the Weibull form turns it into a power of the charge.

For contrast, take a lognormal reference law with the same $\mathrm{sd}(\ln q)$ as a Weibull law of $\beta=4$. Solving $S_{A_0}^{A/A_0}=e^{-1}$ numerically gives a mean area exponent of $-0.186$ between $A/A_0=1$ and $10^2$, and $-0.097$ between $10^2$ and $10^4$. The characteristic charge still falls with area, but no single exponent describes it.

## (d) How can a Weibull law arise from local defects?

**Question.** Let a patch fail with probability $p(q)=(q/q_c)^\beta$ for $q<q_c$. Find $\eta$ for $N$ patches, including the first correction at large $N$. Give a defect picture that produces such a $p$.

**Solution.** The survival is $S=(1-p)^N$. Setting it equal to $e^{-1}$ gives

$$p=1-e^{-1/N}=\frac1N\left(1-\frac1{2N}+\cdots\right).$$

Since $q=q_cp^{1/\beta}$,

$$\eta=q_cN^{-1/\beta}\left(1-\frac1{2\beta N}+\cdots\right).$$

For the whole distribution, hold $u=N(q/q_c)^\beta$ fixed as $N$ grows. Then $\ln S=N\ln(1-u/N)\to-u$, which is the Weibull law. In this limit only the lower tail of $p$ matters, because the first failure in a large gate occurs where each patch is still very unlikely to fail.

A simple picture divides the oxide into columns of $n$ trap sites, one per layer. Stress fills sites at random, and a column conducts when all its sites are filled. If the filled fraction $f$ is proportional to $q$ and the sites are independent, then $p=f^n\propto q^n$, so $\beta=n$. In this model a thinner oxide, with fewer layers, has a smaller $\beta$ and a stronger area dependence.

This was simulated for $n=3$ by filling randomly chosen empty sites until one column was full. Lattices of 250 and 4000 columns were used, with 4000 devices of each size. The filled fraction at breakdown, taken at the 63.2% point, scaled with the number of columns to the power $-0.334$; the prediction is $-1/3$. The spread of $\ln f$ in the larger lattice separately gave $\beta=3.02$. The product of the two measured numbers is $-1.01$, close to the value $-1$ that links spread and area scaling. With 4000 devices the sampling uncertainty is about $0.004$ in the exponent and $0.05$ in $\beta$, so these values agree with the predictions within that uncertainty.

## (e) What changes if the total current is fixed?

**Question.** Suppose $\eta_0$ varies as $J^{-m}$ while $\beta$ is unchanged. Find the area exponent at fixed total current, and state when plasma charging keeps $J$ fixed.

**Solution.** Let $J_0$ be the current density in the reference gate. At fixed total current, $JA=J_0A_0$, so $J/J_0=(A/A_0)^{-1}$. The reference charge at the new current density is

$$\eta_0\left(\frac{J}{J_0}\right)^{-m}
=\eta_0\left(\frac{A}{A_0}\right)^m.$$

The area law of (b) applies at this new $J$ and contributes a further factor $(A/A_0)^{-1/\beta}$:

$$\eta_{\text{fixed current}}(A)=\eta_0\left(\frac{A}{A_0}\right)^{m-1/\beta}.$$

For $\beta=4$ and an assumed $m=0.5$, the exponent is $+0.25$ instead of $-0.25$. The gentler stress on the larger gate then outweighs its larger number of patches.

In a plasma, let a conductor of area $A_{\rm ant}$ collect a net current density $J_p$. Current conservation gives $J=J_pA_{\rm ant}/A$. Gates of different area have equal $J$ if they share the antenna ratio $A_{\rm ant}/A$ and the same $J_p$. This treats the plasma as a current source. If the collected current depends on the gate voltage $V$, the balance becomes $J(V)=J_p(V)A_{\rm ant}/A$. For identical oxides and the same function $J_p(V)$, it contains the areas only through the antenna ratio, so equal ratios still give equal $J$. If $J_p(V)$ differs between the gates, they need not.

## (f) What does the law give for a 5 nm oxide?

**Question.** Take $\beta=4$, $\eta_0=10\ \mathrm{C/cm^2}$ at $A_0=10^{-4}\ \mathrm{cm^2}$, $J_p=0.10\ \mathrm{mA/cm^2}$, an antenna ratio of 1000 and an exposure of 10 s. Compare gates of $10^{-6}$, $10^{-4}$ and $10^{-2}\ \mathrm{cm^2}$.

**Solution.** The gate current density is $1000\times0.10\ \mathrm{mA/cm^2}=0.10\ \mathrm{A/cm^2}$. In 10 s it delivers $q=1.0\ \mathrm{C/cm^2}$. For the largest gate,

$$\eta=10\times100^{-1/4}=3.16\ \mathrm{C/cm^2},$$

and its failed fraction is

$$F=1-\exp\left[-100\left(\frac{1}{10}\right)^4\right]
=1-e^{-0.01}=0.00995 .$$

The other rows follow in the same way.

| $A$ (cm²) | $\eta$ (C/cm²) | $A\eta$ (C) | $F$ |
|---|---|---|---|
| $10^{-6}$ | 31.6 | $3.16\times10^{-5}$ | $1.0\times10^{-6}$ |
| $10^{-4}$ | 10.0 | $1.00\times10^{-3}$ | $1.0\times10^{-4}$ |
| $10^{-2}$ | 3.16 | $3.16\times10^{-2}$ | $9.95\times10^{-3}$ |

Over four decades of area, $\eta$ falls by a factor of 10, while the failed fraction rises by almost $10^4$. The reason is that for small $F$, $F\simeq(A/A_0)(q/\eta_0)^\beta$, which is linear in area. A modest shift in characteristic charge thus accompanies a large change in early failures.

The finite-patch correction is small here. With an assumed patch area of $10\ \mathrm{nm^2}$, the smallest gate has $N=10^7$ patches. If $p$ is exactly a power of $q$, (d) gives a relative correction to $\eta$ of about $-10^{-8}$. A departure of $p$ from a power law can matter more. For example, if trap sites fill as $f=1-e^{-q/q_c}$ and $p=f^4$, then $q/q_c=-\ln(1-f)\simeq f(1+f/2)$. At $f\simeq N^{-1/4}=0.018$ this raises $\eta$ by about 0.9%.

## (g) What does nonuniform current do?

**Question.** Treat first a current density that varies between dies, then one that varies within each gate because of oxide thickness. Keep $m=0.5$.

**Solution.** Between dies, let $\ln J$ be normally distributed with standard deviation $\sigma_J=0.20$, independently of area. Each breakdown charge is multiplied by a factor $G=(J/J_0)^{-m}$:

$$q=G\,\eta_0\left(\frac{A}{A_0}\right)^{-1/\beta}U^{1/\beta}.$$

The distribution of $GU^{1/\beta}$ does not depend on area, so every quantile of $q$ still scales as $A^{-1/\beta}$. The spread does change. Since $G$ and $U$ are independent, their logarithmic variances add, and a shape parameter inferred from the total spread is

$$\beta_{\rm app}=\frac{\pi/\sqrt6}{\sqrt{\pi^2/(6\beta^2)+m^2\sigma_J^2}}=3.82 .$$

Using it for a hundredfold larger area would predict $\eta/\eta_0=0.299$ instead of 0.316, about 5% too low. The mixed distribution is no longer Weibull: its slope on a Weibull plot is 4 in the lower tail and about 3.7 at the 63.2% point, so the inferred $\beta$ depends on how it is fitted. In a plasma step of fixed duration the dose also scales with $J$. With $J_0$ the median, small failed fractions are then multiplied by $\langle (J/J_0)^{\beta(1+m)}\rangle=e^{36\sigma_J^2/2}\approx2$.

Within a gate, write the local current density as $gJ$ with $\langle g\rangle=1$. The local charge density is $gq$ and the local characteristic charge is $\eta_0g^{-m}$. Summing the patch exponents gives

$$-\ln S_A=\frac{A}{A_0}\left(\frac{q}{\eta_0}\right)^\beta\langle g^s\rangle,
\qquad s=\beta(1+m)=6 .$$

Thus $\eta$ is multiplied by $\langle g^s\rangle^{-1/\beta}$. For a lognormal $g=\exp(\sigma z-\sigma^2/2)$ with $z$ standard normal, $\langle e^{s\sigma z}\rangle=e^{s^2\sigma^2/2}$, and the factor is

$$\langle g^s\rangle^{-1/\beta}
=\exp\left[-\frac{s(s-1)\sigma^2}{2\beta}\right].$$

The spread $\sigma$ follows from tunnelling. At a field $E=11\ \mathrm{MV/cm}$, the voltage across 5 nm is 5.5 V. This exceeds the assumed barrier $\phi/e=3.1$ V, so electrons cross a triangular barrier $\phi-eEx$. With effective mass $m^*=0.42\,m_e$, the WKB exponent is

$$\frac{2\sqrt{2m^*}}{\hbar}\int_0^{\phi/(eE)}\sqrt{\phi-eEx}\,dx
=\frac{4\sqrt{2m^*}\,\phi^{3/2}}{3\hbar eE}
\equiv\frac BE=22.0 .$$

At fixed gate voltage $V$, $E=V/t_{\rm ox}$, so the exponent is $Bt_{\rm ox}/V$. Neglecting the weaker field dependence of the prefactor, $\delta\ln J=-(B/E)\,\delta t_{\rm ox}/t_{\rm ox}$. A 1% rms thickness variation therefore gives $\sigma=0.220$, and $\eta$ is multiplied by

$$\exp\left[-\frac{6\times5\times0.220^2}{8}\right]=0.83 .$$

Keeping a prefactor $\propto E^2$ replaces $B/E$ by $B/E+2$ in $\delta\ln J$, which gives $\sigma=0.24$ and a factor of 0.81. The field is also a rough value: with these parameters the standard Fowler–Nordheim formula gives about $0.04\ \mathrm{A/cm^2}$ at $11\ \mathrm{MV/cm}$ and reaches the $0.10\ \mathrm{A/cm^2}$ of (f) near $11.4\ \mathrm{MV/cm}$. The factor is independent of area if the variation is fine compared with every gate considered but coarse compared with a patch. For $\sigma=0.220$ and fixed mean current, a gate with 10 independent regions has a factor of about 0.87 and one with 100 regions about 0.84. If the reference gate has the same variation, its measured $\eta_0$ already includes the factor. Any effect of local thickness on $\beta$, or on $\eta_0$ at a given current density, has been left out.

## (h) How do weak spots and temperature affect the result?

**Question.** Add randomly placed weak spots with density $D=1\ \mathrm{cm^{-2}}$ that fail at negligible charge. Separately, estimate the effect of heating from 300 to 350 K. Compare the example with real oxides.

**Solution.** For spots placed independently, the probability of finding none in a gate is $e^{-AD}$. The survival becomes

$$S_A=\exp\left[-AD-\frac A{A_0}\left(\frac q{\eta_0}\right)^\beta\right].$$

Setting the bracket to $-1$ multiplies the $\eta$ of (b) by $(1-AD)^{1/\beta}$, provided that $AD<1$. In the largest gate $AD=0.01$, and this factor is 0.9975. Yet the spots alone cause a failed fraction of 0.00995, as large as the intrinsic fraction at $1\ \mathrm{C/cm^2}$. They nearly double the failures at this dose while hardly moving $\eta$. For $AD\ge1$, the 63.2% point is already reached by weak spots, and the scaling law no longer describes it.

For temperature, assume $\eta_0\propto\exp(E_a/k_BT)$ with $E_a=0.10$ eV and unchanged $\beta$. The ratio is

$$\frac{\eta_0(350\ \mathrm K)}{\eta_0(300\ \mathrm K)}
=\exp\left[\frac{E_a}{k_B}\left(\frac1{350\ \mathrm K}-\frac1{300\ \mathrm K}\right)\right]=0.575 .$$

This is the largest change in $\eta$ among the effects estimated in (g) and (h). It moves the prefactor, but leaves the area exponent alone if all gates share the same temperature.

The values of $\beta$, $\eta_0$, field and plasma current are rough ones for a silicon dioxide gate oxide about 5 nm thick; $m$, $E_a$, $D$ and the two spreads are assumed for sizing. A dose of $1\ \mathrm{C/cm^2}$ represents severe charging, and $10^{-2}\ \mathrm{cm^2}$ is far larger than one ordinary transistor gate. It can stand for the summed area of many gates if all have the same oxide and current density. At an antenna ratio of 1000 it implies $10\ \mathrm{cm^2}$ of antenna, more than a usual die, so that row illustrates the scaling rather than a realistic layout. Real oxides can break the assumption of identical patches through weak spots. For the numbers used here, that matters little for $\eta$ but changes the early failure count by almost a factor of two. Because small $F$ varies as $\eta^{-\beta}$, the other effects are at least as strong in the tail: the 1% thickness variation also about doubles the intrinsic early failures if it is not already contained in $\eta_0$, and the heating multiplies them by about nine. Extrapolation from a test gate to a product with this law therefore needs the same oxide, stress current density and temperature, a $\beta$ not lowered by die-to-die variation, and a separate account of weak spots and of gate edges, whose contribution scales with perimeter rather than area. It also needs the Weibull form to hold down to the small failure fractions of interest, which, as (c) shows, weakest-link statistics alone do not guarantee.
